# Must relaxed MP2 and coupled-cluster natural occupations lie between zero and two?: a program that tests the result

```python
"""Do natural occupations from relaxed response densities stay in [0, 2]?

Result under test: for H2 with one bonding orbital g and one antibonding
orbital u, the response occupation n_u = dE/dh_uu is 2 t^2 in MP2, CC2 and
linearized coupled-cluster doubles (LCCD), and 2 t^2/(1+t^2) in CCSD.
The first form exceeds 2, and n_g = 2 - n_u is negative, when |t| > 1.
Symbols: K = (gu|gu); gap = e_u - e_g (Hartree-Fock orbital energies);
D = E(u^2) - E(g^2); t = double-excitation amplitude; U = on-site repulsion.
The H2 model uses Rydberg units. PySCF works in hartree; its energies are
doubled for printing. Derivatives dE/dh have no unit.
"""
import numpy as np
from scipy.optimize import brentq
from pyscf import ao2mo, cc, fci, gto, mp, scf, symm

RY_PER_HARTREE = 2.0   # exact by definition of the two units


# ---------- two-orbital H2 in the full Fock space of four spin orbitals ----
def annihilation_operators(count):
    parity, lower, unit = np.diag([1.0, -1.0]), np.array([[0., 1.], [0., 0.]]), np.eye(2)
    operators = []
    for p in range(count):
        matrix = np.eye(1)
        for q in range(count):
            matrix = np.kron(matrix, parity if q < p else lower if q == p else unit)
        operators.append(matrix)
    return operators


a = annihilation_operators(4)   # order: g up, g down, u up, u down
E = [[sum(a[2*p+s].T @ a[2*q+s] for s in (0, 1)) for q in (0, 1)] for p in (0, 1)]
vacuum = np.zeros(16)
vacuum[0] = 1.0
ref = a[0].T @ a[1].T @ vacuum
X1 = E[1][0]
X2 = 0.5 * X1 @ X1
single = X1 @ ref / np.sqrt(2)
double = X2 @ ref


def h2_integrals(distance):
    mol = gto.M(atom=f"H 0 0 0; H 0 0 {distance}", unit="Bohr", basis="sto-3g", verbose=0)
    s = mol.intor("int1e_ovlp")[0, 1]
    C = np.array([[1, 1], [1, -1]]) / np.sqrt([2 + 2*s, 2 - 2*s])
    h = C.T @ scf.hf.get_hcore(mol) @ C
    eri_ao = mol.intor("int2e")
    eri = np.einsum("abcd,ap,bq,cr,ds->pqrs", eri_ao, C, C, C, C)
    return RY_PER_HARTREE*h, RY_PER_HARTREE*eri, RY_PER_HARTREE*eri_ao[0, 0, 0, 0]


def fock_matrix(h, eri):
    return h + 2*eri[:, :, 0, 0] - eri[:, 0, 0, :]


def hamiltonian(h, eri):
    H = sum(h[p, q]*E[p][q] for p in (0, 1) for q in (0, 1))
    for p, q, r, s in np.ndindex(2, 2, 2, 2):
        H = H + 0.5*eri[p, q, r, s]*(E[p][q] @ E[r][s] - (q == r)*E[p][s])
    return H


def exponential(T):   # exact, because the cube of every T used here vanishes
    return np.eye(16) + T + 0.5*T @ T


def solve_cluster(h, eri, method):
    """Solve the operator equations; return energy, t1, t2."""
    H, f = hamiltonian(h, eri), fock_matrix(h, eri)
    F = sum(f[p, q]*E[p][q] for p in (0, 1) for q in (0, 1))

    def residual(x):
        T1, T2 = x[0]*X1, x[1]*X2
        if method == "CCSD":
            v = exponential(-T1-T2) @ H @ exponential(T1+T2) @ ref
            return np.array([single @ v, double @ v])
        if method == "CC2":
            Hs = exponential(-T1) @ H @ exponential(T1)
            return np.array([single @ (Hs + Hs @ T2 - T2 @ Hs) @ ref,
                             double @ (Hs + F @ T2 - T2 @ F) @ ref])
        G = F if method == "MP2" else H
        return np.array([x[0], double @ (H + G @ T2 - T2 @ G) @ ref])

    x = np.array([0.0, -0.5])
    for _ in range(60):
        jacobian = np.column_stack([(residual(x+d) - residual(x-d))/0.02
                                    for d in 0.01*np.eye(2)])
        step = np.linalg.solve(jacobian, residual(x))
        x = x - step
        if np.max(np.abs(step)) < 1e-13*(1 + np.max(np.abs(x))):
            break
    assert np.max(np.abs(residual(x))) < 1e-11
    return ref @ H @ exponential(x[0]*X1 + x[1]*X2) @ ref, x[0], x[1]


def response_occupation(h, eri, method, orbital, step=1e-5):
    shift = np.zeros((2, 2))
    shift[orbital, orbital] = step
    return (solve_cluster(h+shift, eri, method)[0]
            - solve_cluster(h-shift, eri, method)[0])/(2*step)


def closed_forms(h, eri):
    K = eri[0, 1, 0, 1]
    f = fock_matrix(h, eri)
    gap = f[1, 1] - f[0, 0]
    D = 2*(h[1, 1] - h[0, 0]) + eri[1, 1, 1, 1] - eri[0, 0, 0, 0]
    t = {"MP2": -K/(2*gap), "CC2": -K/(2*gap), "LCCD": -K/D,
         "CCSD": (D - np.sqrt(D*D + 4*K*K))/(2*K)}
    n = {m: 2*t[m]**2 for m in ("MP2", "CC2", "LCCD")}
    n["CCSD"] = 2*t["CCSD"]**2/(1 + t["CCSD"]**2)
    return K, gap, D, t, n


print("H2, STO-3G (energies in Ry, R in bohr, occupations in electrons)")
for R in (1.4, 5.0, 8.0, 10.0):
    h, eri, U = h2_integrals(R)
    K, gap, D, t, n = closed_forms(h, eri)
    methods = ["MP2", "CC2", "CCSD"] + (["LCCD"] if R <= 5.0 else [])
    for method in methods:
        _, t1, t2 = solve_cluster(h, eri, method)
        assert abs(t1) < 1e-9
        assert abs(t2 - t[method]) < 1e-8*(1 + abs(t2))
        n_u = response_occupation(h, eri, method, 1)
        n_g = response_occupation(h, eri, method, 0)
        assert abs(n_u - n[method]) < 1e-5*(1 + n_u)
        assert abs(n_g - 2 + n[method]) < 1e-5*(1 + n_u)
    basis = np.column_stack([ref, single, double])
    state = basis @ np.linalg.eigh(basis.T @ hamiltonian(h, eri) @ basis)[1][:, 0]
    exact_n_u = state @ E[1][1] @ state
    assert abs(exact_n_u - n["CCSD"]) < 1e-9
    first_order = ref + t["MP2"]*double
    normalized_n_u = first_order @ E[1][1] @ first_order / (first_order @ first_order)
    assert 0 <= normalized_n_u <= 2
    print(f"R={R:.1f}: K={K:.5f} Ry, gap={gap:.5f} Ry, D={D:.5f} Ry")
    print(f"  MP2=CC2: t={t['MP2']:.5f}, n_u={n['MP2']:.5f}, n_g={2-n['MP2']:.5f}")
    print(f"  exact=CCSD: t={t['CCSD']:.5f}, n_u={exact_n_u:.5f};"
          f" normalized first-order state: n_u={normalized_n_u:.5f}")
    if "LCCD" in methods:
        print(f"  LCCD: t={t['LCCD']:.5f}, n_u={n['LCCD']:.5f}, n_g={2-n['LCCD']:.5f}")
    if R == 8.0:
        assert n["MP2"] > 2
        mp2_at_8 = n["MP2"]


def excess(R, method):
    h, eri, _ = h2_integrals(R)
    return abs(closed_forms(h, eri)[3][method]) - 1


critical_mp2 = brentq(excess, 4.0, 12.0, args=("MP2",))
critical_lccd = brentq(excess, 2.0, 6.0, args=("LCCD",))
assert critical_lccd < critical_mp2
h, eri, U = h2_integrals(12.0)
t_far = abs(closed_forms(h, eri)[3]["MP2"])
t_law = (U*12.0/2 - 1)/4
assert abs(t_far/t_law - 1) < 2e-3
print(f"on-site repulsion U = {U:.5f} Ry; long-bond estimate 10/U = {10/U:.4f} bohr")
print(f"critical distance: MP2 {critical_mp2:.4f} bohr, LCCD {critical_lccd:.4f} bohr")
print(f"|t| of MP2 at 12 bohr: {t_far:.5f}; long-bond law: {t_law:.5f}")


# ---------- molecules: density as energy derivative with orbitals re-solved --
class NotConverged(Exception):
    pass


def solve_rhf(mol, electrons, perturbation=0.0, guess=None):
    mf = scf.RHF(mol)
    if electrons:
        mf.irrep_nelec = electrons
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-8, 200
    core = scf.hf.get_hcore(mol) + perturbation
    mf.get_hcore = lambda *args: core
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def mp2_energy(mf):
    return mf.e_tot + mp.MP2(mf).kernel()[0]


def density_element(mf, C, p, q, energy, electrons, step=5e-4):
    SC = mf.get_ovlp() @ C
    V = 0.5*(np.outer(SC[:, p], SC[:, q]) + np.outer(SC[:, q], SC[:, p]))
    guess = np.array(mf.make_rdm1())
    plus, minus = [energy(solve_rhf(mf.mol, electrons, sign*step*V, guess))
                   for sign in (1, -1)]
    return (plus - minus)/(2*step)


def relaxed_occupations(mf, C, unrelaxed, energy, electrons):
    """Put the full derivative into the occupied-virtual block; diagonalize."""
    mol, density = mf.mol, np.array(unrelaxed)
    labels = symm.label_orb_symm(mol, mol.irrep_id, mol.symm_orb, C)
    nocc = mol.nelectron//2
    for i in range(nocc):
        for v in range(nocc, C.shape[1]):
            if labels[i] == labels[v]:
                value = density_element(mf, C, i, v, energy, electrons)
                density[i, v] = density[v, i] = value
    occupations = np.linalg.eigvalsh(density)
    assert abs(occupations.sum() - mol.nelectron) < 1e-6
    return occupations


def relaxed_mp2(mf, electrons):
    solver = mp.MP2(mf)
    solver.kernel()
    return relaxed_occupations(mf, np.array(mf.mo_coeff), solver.make_rdm1(),
                               mp2_energy, electrons)


# The whole relaxed MP2 matrix of minimal-basis H2, no symmetry imposed.
mol = gto.M(atom="H 0 0 0; H 0 0 8.0", unit="Bohr", basis="sto-3g", verbose=0)
mf = solve_rhf(mol, None)
C = np.array(mf.mo_coeff)
gg, uu, gu = [density_element(mf, C, p, q, mp2_energy, None)
              for p, q in ((0, 0), (1, 1), (0, 1))]
assert abs(uu - mp2_at_8) < 2e-3 and abs(gg - 2 + mp2_at_8) < 2e-3 and abs(gu) < 1e-4
print(f"H2 8 bohr, re-solved orbitals: gg={gg:.4f}, uu={uu:.4f}, |gu|={abs(gu):.1e}")

electrons = {"Ag": 2}
mol = gto.M(atom="H 0 0 -7.0; H 0 0 7.0", unit="Bohr", basis="6-31g",
            symmetry="D2h", verbose=0)
occupations = relaxed_mp2(solve_rhf(mol, electrons), electrons)
assert occupations[0] < 0 and occupations[-1] > 2
print("H2/6-31G, 14 bohr, relaxed MP2 occupations:",
      " ".join(f"{x:.4f}" for x in occupations))


def solve_ccsd(mf, reference=None, guess=(None, None)):
    """CCSD in orbitals rotated as close as possible to a reference set."""
    values, vectors = np.linalg.eigh(mf.get_ovlp())
    root = (vectors*np.sqrt(values)) @ vectors.T
    C, nocc = np.array(mf.mo_coeff), mf.mol.nelectron//2
    if reference is not None:
        for block in (slice(0, nocc), slice(nocc, None)):
            u, _, vt = np.linalg.svd((root @ C[:, block]).T @ reference[:, block])
            C[:, block] = C[:, block] @ (u @ vt)
    solver = cc.CCSD(mf, mo_coeff=C)
    solver.conv_tol, solver.conv_tol_normt = 1e-10, 1e-8
    solver.max_cycle, solver.diis_space = 200, 10
    solver.kernel(*guess)
    if not solver.converged:
        raise NotConverged
    return solver, root @ C


def relaxed_ccsd(mf, solver, reference, electrons, check_diagonal):
    solver.solve_lambda()
    if not solver.converged_lambda:
        raise NotConverged
    C, mol = np.array(solver.mo_coeff), mf.mol
    one, two = solver.make_rdm1(), solver.make_rdm2()
    eri = ao2mo.restore(1, ao2mo.kernel(mol, C), C.shape[1])
    trace_energy = (np.sum((C.T @ mf.get_hcore() @ C)*one) + 0.5*np.sum(eri*two)
                    + mol.energy_nuc())
    assert abs(trace_energy - mf.e_tot - solver.e_corr) < 1e-5

    def energy(perturbed):
        return perturbed.e_tot + solve_ccsd(perturbed, reference,
                                            (solver.t1, solver.t2))[0].e_corr

    if check_diagonal:
        v = mol.nelectron//2
        value = density_element(mf, C, v, v, energy, electrons)
        assert abs(value - one[v, v]) < 1e-3
    return relaxed_occupations(mf, C, one, energy, electrons)


def full_ci(mf):
    C, mol = np.array(mf.mo_coeff), mf.mol
    norb = C.shape[1]
    eri = ao2mo.restore(1, ao2mo.kernel(mol, C), norb)
    solver = fci.direct_spin1.FCISolver()
    solver.verbose = 0
    solver = fci.addons.fix_spin_(solver, shift=0.2, ss=0)
    solver.max_cycle = 200
    half = mol.nelectron//2
    energy, vector = solver.kernel(C.T @ mf.get_hcore() @ C, eri, norb, (half, half),
                                   ecore=mol.energy_nuc())
    assert np.all(solver.converged)
    return energy, np.linalg.eigvalsh(solver.make_rdm1(vector, norb, (half, half)))


print("N2, STO-3G: smallest and largest relaxed occupation; energies in Ry")
electrons = {"Ag": 6, "B1u": 4, "B2u": 2, "B3u": 2}
guess, reference, amplitudes = None, None, (None, None)
ccsd_available, ccsd_distances = True, []
for R in (2.1, 3.0, 4.0, 4.5, 5.0, 6.0):
    mol = gto.M(atom=f"N 0 0 {-R/2}; N 0 0 {R/2}", unit="Bohr", basis="sto-3g",
                symmetry="D2h", verbose=0)
    mf = solve_rhf(mol, electrons, guess=guess)
    guess = np.array(mf.make_rdm1())
    reported = R in (2.1, 4.0, 5.0, 6.0)
    if reported:
        n_mp2 = relaxed_mp2(mf, electrons)
        print(f"R={R:.1f} bohr  MP2: {n_mp2[0]:.6f} {n_mp2[-1]:.6f}")
    if R == 6.0:
        assert n_mp2[0] < 0 and n_mp2[-1] > 2
        continue
    if ccsd_available:
        try:
            solver, reference = solve_ccsd(mf, reference, amplitudes)
            amplitudes = (solver.t1, solver.t2)
            if reported:
                n_cc = relaxed_ccsd(mf, solver, reference, electrons, R == 4.0)
                e_exact, n_exact = full_ci(mf)
                assert n_exact[0] > -1e-8 and n_exact[-1] < 2 + 1e-8
                e_cc = mf.e_tot + solver.e_corr
                ccsd_distances.append(R)
                print(f"  CCSD: {n_cc[0]:.6f} {n_cc[-1]:.6f}, outside [0,2]: "
                      f"{bool(n_cc[0] < -1e-5 or n_cc[-1] > 2 + 1e-5)}")
                print(f"  full CI: {n_exact[0]:.6f} {n_exact[-1]:.6f}")
                print(f"  E(CCSD)={RY_PER_HARTREE*e_cc:.5f} Ry, E(full CI)="
                      f"{RY_PER_HARTREE*e_exact:.5f} Ry, difference="
                      f"{RY_PER_HARTREE*(e_cc-e_exact):.5f} Ry")
        except NotConverged:
            ccsd_available = False
            print(f"  CCSD equations not converged at {R:.1f} bohr; CCSD series ends")
assert 2.1 in ccsd_distances and 4.0 in ccsd_distances

print("all assertions hold")
```

Running it gives:

```
H2, STO-3G (energies in Ry, R in bohr, occupations in electrons)
R=1.4: K=0.36252 Ry, gap=2.49694 Ry, D=3.15458 Ry
  MP2=CC2: t=-0.07259, n_u=0.01054, n_g=1.98946
  exact=CCSD: t=-0.11344, n_u=0.02541; normalized first-order state: n_u=0.01048
  LCCD: t=-0.11492, n_u=0.02641, n_g=1.97359
R=5.0: K=0.57547 Ry, gap=0.48288 Ry, D=0.16944 Ry
  MP2=CC2: t=-0.59587, n_u=0.71013, n_g=1.28987
  exact=CCSD: t=-0.86356, n_u=0.85435; normalized first-order state: n_u=0.52405
  LCCD: t=-3.39619, n_u=23.06821, n_g=-21.06821
R=8.0: K=0.64961 Ry, gap=0.25336 Ry, D=0.00672 Ry
  MP2=CC2: t=-1.28199, n_u=3.28701, n_g=-1.28701
  exact=CCSD: t=-0.99484, n_u=0.99483; normalized first-order state: n_u=1.24343
R=10.0: K=0.67461 Ry, gap=0.20022 Ry, D=0.00044 Ry
  MP2=CC2: t=-1.68466, n_u=5.67618, n_g=-3.67618
  exact=CCSD: t=-0.99967, n_u=0.99967; normalized first-order state: n_u=1.47891
on-site repulsion U = 1.54921 Ry; long-bond estimate 10/U = 6.4549 bohr
critical distance: MP2 6.7153 bohr, LCCD 3.7081 bohr
|t| of MP2 at 12 bohr: 2.07372; long-bond law: 2.07382
H2 8 bohr, re-solved orbitals: gg=-1.2871, uu=3.2871, |gu|=2.2e-13
H2/6-31G, 14 bohr, relaxed MP2 occupations: -4.1483 0.0016 0.0244 6.1223
N2, STO-3G: smallest and largest relaxed occupation; energies in Ry
R=2.1 bohr  MP2: 0.021470 1.999997
  CCSD: 0.019008 1.999997, outside [0,2]: False
  full CI: 0.020266 1.999997
  E(CCSD)=-215.31151 Ry, E(full CI)=-215.31974 Ry, difference=0.00823 Ry
R=4.0 bohr  MP2: 0.639503 2.037240
  CCSD: 0.701837 2.004060, outside [0,2]: True
  full CI: 0.523195 2.000000
  E(CCSD)=-215.17644 Ry, E(full CI)=-214.89570 Ry, difference=-0.28074 Ry
R=5.0 bohr  MP2: -1.074169 3.080932
  CCSD: 0.918853 2.000448, outside [0,2]: True
  full CI: 0.839674 2.000000
  E(CCSD)=-215.28102 Ry, E(full CI)=-214.87911 Ry, difference=-0.40192 Ry
R=6.0 bohr  MP2: -3.709867 5.716892
all assertions hold
```
